# Spin analyzing powers of Møller scattering at tree level, part 2

We seek the analyzing powers $A_{ij}$ of Møller scattering in one-photon exchange, defined with final spins unobserved by
$$d\sigma=d\sigma_0\,\bigl(1+P_b^iA_{ij}P_t^j\bigr).$$
The polarizations $\mathbf P_b$ (beam) and $\mathbf P_t$ (target) are defined in each rest frame and referred to common axes. Units are $\hbar=c=1$, with $e^2=4\pi\alpha$.

In the CM frame $p_1$ (beam) moves along $+z$, $p_2$ (target) along $-z$, and $\mathbf p_3=-\mathbf p_4$ along $(\sin\theta,0,\cos\theta)$. Each electron has mass $m$, momentum $p$ and energy $E=\sqrt s/2=\gamma m$. With $a=\cos\frac\theta2$, $b=\sin\frac\theta2$, $t=-4p^2b^2$ and $u=-4p^2a^2$. As a number, $x=\cos^2\theta$.

The amplitude is
$$\mathcal M=e^2\left[\frac{(\bar u_3\gamma^\mu u_1)(\bar u_4\gamma_\mu u_2)}{t}-\frac{(\bar u_4\gamma^\mu u_1)(\bar u_3\gamma_\mu u_2)}{u}\right].\tag{2}$$
With rest spinor $\xi$, $\Pi_\pm=\frac12(1\pm\hat{\mathbf p}\cdot\boldsymbol\sigma)$, $\sigma^\mu=(1,\boldsymbol\sigma)$ and $\bar\sigma^\mu=(1,-\boldsymbol\sigma)$,
$$u_L=\bigl(\sqrt{E-p}\,\Pi_++\sqrt{E+p}\,\Pi_-\bigr)\xi,\qquad u_R=\bigl(\sqrt{E+p}\,\Pi_++\sqrt{E-p}\,\Pi_-\bigr)\xi.\tag{3}$$
$$\bar u'\gamma^\mu u=u_L'^\dagger\bar\sigma^\mu u_L+u_R'^\dagger\sigma^\mu u_R.\tag{4}$$
As a matrix $M$ from initial to final spins, $\mathcal M$ gives
$$A_{ij}=\frac{\mathrm{Tr}\,(M\,\sigma_i\otimes\sigma_j\,M^\dagger)}{\mathrm{Tr}\,(MM^\dagger)},\tag{5}$$
and for slow electrons
$$A_{ij}=-\frac{tu}{t^2+u^2-tu}\,\delta_{ij}\qquad(p\ll m).\tag{6}$$

For $m=0$, R and L denote positive and negative helicity, beam first. Spins along $z$ correspond to $\uparrow\uparrow=RL$, $\downarrow\downarrow=LR$, $\uparrow\downarrow=RR$, $\downarrow\uparrow=LL$. In units of $e^2$, the nonzero amplitudes are $-2u/t$ for $RL\to RL$ and $LR\to LR$, $2t/u$ for $RL\to LR$ and $LR\to RL$, and $-2s^2/tu$ for $RR\to RR$ and $LL\to LL$. At $90^\circ$, $t=u=-s/2$. Also $tu=\frac14s^2\sin^2\theta$,
$$\mathrm{Tr}\,MM^\dagger=\frac{8\,(s^4+t^4+u^4)}{t^2u^2},$$
$$t^4+u^4=\frac{s^4}{8}(1+6x+x^2),\qquad s^4+t^4+u^4=\frac{s^4}{8}(9+6x+x^2)=\frac{s^4}{8}(3+x)^2,\tag{7}$$
$$\frac{d\sigma_0}{d\Omega}=\frac{\alpha^2}{s}\,\frac{(3+\cos^2\theta)^2}{\sin^4\theta},\tag{8}$$
$$A_{zz}=-\frac{\sin^2\theta\,(7+\cos^2\theta)}{(3+\cos^2\theta)^2}.\tag{9}$$
Equation (8) counts electrons, so integrating it over a band symmetric about $90^\circ$ with full azimuth counts each event twice. "The program" is the text's numerical check.

## 6. The transverse powers

In components the numerator of (5) is $\sum_{f,k,l}M_{fk}\,(\sigma_i\otimes\sigma_j)_{kl}\,M^*_{fl}$. An operator that flips spins contributes only if the two initial states it connects reach a common final state $f$. By section 3, $RR$ and $LL$ each lead to a final state of their own, while $RL$ and $LR$ share two.

Take $90^\circ$ first. With both spins along $+x$ the state is $\frac12(\uparrow\uparrow+\uparrow\downarrow+\downarrow\uparrow+\downarrow\downarrow)$. The amplitude to final $RL$ is $\frac12(-2+2)=0$, and likewise to $LR$, so the rate is $\frac14(64+64)=32$. The unpolarized rate is $\frac14(64+64+8+8)=36$, and $32/36=1-\frac19$. With both spins along $+y$, each factor is $(\uparrow+i\downarrow)/\sqrt2$, and $\downarrow\downarrow$ enters with $i^2=-1$. The amplitudes to $RL$ and $LR$ are $\frac12(-2-2)$ and $\frac12(2+2)$, the rate is $32+4+4=40$, and $40/36=1+\frac19$.

In general, $\sigma_x\otimes\sigma_x$ has the element $+1$ between $\uparrow\uparrow$ and $\downarrow\downarrow$. Since $\sigma_y\!\uparrow=i\!\downarrow$ and $\sigma_y\!\downarrow=-i\!\uparrow$, the operator $\sigma_y\otimes\sigma_y$ has $-1$. Their elements between $\uparrow\downarrow$ and $\downarrow\uparrow$ find no common final state. Each shared final state contributes $(-2u/t)(2t/u)=-4$; there are two such states and two orderings $(k,l)$, so the numerator for $xx$ is $-16$. Dividing by $\mathrm{Tr}\,MM^\dagger$,
$$A_{xx}=-A_{yy}=-\frac{2t^2u^2}{s^4+t^4+u^4}=-\frac{2\cdot\frac1{16}\sin^4\theta}{\frac18(3+x)^2}=-\frac{\sin^4\theta}{(3+\cos^2\theta)^2}.\tag{10}$$
The size $1/9$ holds at $90^\circ$ only, with a negative sign in the plane and a positive sign normal to it. The term is an interference of a pure direct amplitude with a pure exchange amplitude, so it needs both graphs.

The remaining terms vanish for $m=0$. Operators that flip one spin ($\sigma_x\otimes\sigma_z$, $\sigma_x\otimes1$ and so on) connect an equal-helicity state to an opposite-helicity state, with no common final state. The operator $\sigma_x\otimes\sigma_y$ has the elements $+i$ and $-i$ between $\uparrow\uparrow$ and $\downarrow\downarrow$, which cancel because the amplitudes are real. The terms $\sigma_z\otimes1$ and $1\otimes\sigma_z$ cancel because $RR$ and $LL$ have equal rates, as do $RL$ and $LR$.

If the scattering plane lies at azimuth $\phi$ and the transverse polarizations $P_b^T,P_t^T$ at $\phi_b,\phi_t$, their angles from the plane are $\phi_b-\phi$ and $\phi_t-\phi$. Then $A_{xx}(P_b^xP_t^x-P_b^yP_t^y)$ is a cosine of the sum:
$$\frac{d\sigma}{d\sigma_0}=1+A_{zz}P_b^zP_t^z+A_{xx}P_b^TP_t^T\cos(2\phi-\phi_b-\phi_t).\tag{11}$$
For $m=0$ the transverse term averages to zero over full azimuth; with mass a term $\frac12(A_{xx}+A_{yy})P_b^TP_t^T\cos(\phi_b-\phi_t)$ of order $1/\gamma^2$ survives the average. The program asserts (11) for random azimuths and longitudinal components.

The limit values are:

| $\theta$ | $A_{zz}$ | $A_{xx}$ |
|---|---|---|
| $30^\circ$ | $-0.1378$ | $-0.0044$ |
| $45^\circ$ | $-0.3061$ | $-0.0204$ |
| $60^\circ$ | $-0.5148$ | $-0.0533$ |
| $75^\circ$ | $-0.7010$ | $-0.0925$ |
| $90^\circ$ | $-0.7778$ | $-0.1111$ |

## 7. Restoring the mass

The order of the corrections follows from (3). Hold $p$ and $\theta$ fixed, so that $t$ and $u$ do not depend on $m$. A helicity spinor has a large half $\sqrt{E+p}$, even in $m$ because $E=\sqrt{p^2+m^2}$, and a small half $\sqrt{E-p}=m/\sqrt{E+p}$, odd in $m$. In (4) a current between equal helicities is large·large plus small·small, hence even; between opposite helicities it is large·small, hence odd. An amplitude is therefore even or odd in $m$ as the number of R electrons changes by an even or odd number, in both graphs alike. In $\sum_fM_{fk}M^*_{fl}$ the final state is common, so the parity depends on $k$ and $l$ only. The trace and the $xx$, $yy$, $zz$ terms flip zero or two spins and are even: their corrections are $O(m^2/p^2)=O(1/\gamma^2)$. The $xz$ term flips one spin and is odd, $O(1/\gamma)$. These orders hold at fixed angle and in absolute size. At small $\theta$ the mass terms of $A_{xx}$ and $A_{yy}$ scale as $\theta^2/\gamma^2$ and overtake the limit $\theta^4/16$ when $\theta$ falls to order $1/\gamma$; below about $\theta=2/\gamma$ both powers are negative and (10) does not apply.

Symmetry restricts the rest at any mass. For momenta in the $xz$ plane the spinors (3) and $\sigma^{0,1,3}$ are real, and the imaginary $\sigma^2$ occurs twice in each contraction, so $M$ is real and $M^TM$ symmetric. Any operator with a single $\sigma_y$ is antisymmetric and drops out. Reflection in the scattering plane leaves the momenta alone and reverses the spin components $x$ and $z$. This removes the single-spin $x$ and $z$ terms, and it also forbids $A_{xy}$, $A_{yx}$, $A_{yz}$ and $A_{zy}$ without using the reality of $M$. Only the absence of the single-spin $y$ terms rests on $M$ being real, and it is a tree-level statement. A rotation by $\pi$ about $y$ exchanges beam with target and $p_3$ with $p_4$, and reverses $x$ and $z$; as the final electrons are identical, $A_{xz}=A_{zx}$. A rotation by $\pi$ about $z$ reverses $x$, keeps $z$, and carries $p_4$ to angle $\pi-\theta$ on the $+x$ side, so $A_{xz}(\pi-\theta)=-A_{xz}(\theta)$ and $A_{xz}(90^\circ)=0$.

The program evaluates (2) and (5) symbolically for arbitrary mass and angle. It asserts that the result tends to (9) and (10) as $m\to0$ and to (6) as $p\to0$, and that the diagonal powers have no term linear in $1/\gamma$. It also asserts, at three massive points, the two properties of $A_{xz}$, the absence of single-spin terms, and agreement with Dirac traces that use covariant spin projectors. At $90^\circ$ the computer algebra gives, with $D=9\gamma^4-14\gamma^2+6$,
$$A_{xx}=-\frac{\gamma^4+2\gamma^2-2}{D},\qquad A_{yy}=\frac{\gamma^4-6\gamma^2+4}{D},\qquad A_{zz}=-\frac{7\gamma^4-10\gamma^2+4}{D}.$$
These were not derived by hand here; they are tested against the traces at $\gamma=1.5$. At $\gamma=1$ all three equal $-1$, and for large $\gamma$ they tend to $-\frac19,+\frac19,-\frac79$. Expanding the last, $A_{zz}\approx-\frac79\bigl[1+(\frac{14}9-\frac{10}7)\gamma^{-2}\bigr]=-\frac79-\frac{8}{81}\gamma^{-2}$.

| $\gamma$ | $A_{xx}$ | $A_{yy}$ | $A_{zz}$ |
|---|---|---|---|
| $1.001$ | $-1.0000$ | $-1.0000$ | $-1.0000$ |
| $1.5$ | $-0.3769$ | $-0.2212$ | $-0.8442$ |
| $3$ | $-0.1593$ | $+0.0509$ | $-0.7898$ |
| $10$ | $-0.1151$ | $+0.1061$ | $-0.7788$ |

The power $A_{yy}$ changes sign, at the root $\gamma^2=3+\sqrt5$ of its numerator. The relation $A_{yy}=-A_{xx}$ thus fails badly at a few $mc^2$ of CM energy per electron (on a target at rest, $\gamma=3$ means a beam energy of $17\,mc^2$): at $\gamma=3$ the two magnitudes differ by a factor of three, while $A_{zz}$ is $-0.790$ against the limit $-0.778$.

## 8. A target at rest

The laboratory is reached by a boost along $z$. For the initial electrons it composes with the boost along $z$ in (3), and collinear boosts leave $\xi$ unchanged. The final spins may be rotated, but (5) sums over them. So $A_{ij}$ is the same function of the CM angle; the program asserts this by evaluating (2) with laboratory momenta.

For beam energy $E_b$, $s=2m^2+2mE_b$. The boost brings the target to rest, so its factor is $\gamma=\sqrt s/2m$ and its velocity is $\beta=p/E$. The condition $\gamma\gg1$ concerns this factor, $\gamma^2=(E_b+m)/2m$, and not $E_b/m$. Boosting $p_3$,
$$\tan\theta_{\rm lab}=\frac{p\sin\theta}{\gamma(p\cos\theta+\beta E)}=\frac{\tan(\theta/2)}{\gamma},\qquad E_{3}=\gamma(E+\beta p\cos\theta)=\tfrac12(E_b+m)+\tfrac12(E_b-m)\cos\theta,$$
where $\gamma E=\gamma^2m$ and $\gamma\beta p=(\gamma^2-1)m$ were used.

Besides backgrounds and the uncertainty of the target polarization, three effects lie outside this model. $Z$ exchange is negligible only for $\sqrt s$ far below the $Z$ mass, roughly 90 GeV. Radiative corrections, of relative order $\alpha$ times logarithms that depend on the cuts, are not computed. A bound target electron with momentum $k\ll m$ changes $s$ to about $2E_b(m-k_z)$, which smears the relation between $\theta_{\rm lab}$ and $\theta$ and so alters the average of $A_{zz}$ over a fixed aperture.

## 9. A model polarimeter

Take round parameters: $E_b=10000$ MeV, free electrons at rest, $P_b=0.80$ and $P_t=0.10$, both along $z$. With $m=0.510999$ MeV,
$$s=2(0.510999)(10000+0.510999)=10220.50\ \text{MeV}^2,\quad \sqrt s=101.096\ \text{MeV},\quad \gamma=\frac{101.096}{2(0.510999)}=98.920,$$
and $1/\gamma^2=1.022\times10^{-4}$.

At $\theta=90^\circ$, $\tan\theta_{\rm lab}=1/98.920$ gives $10.11$ mrad, and $E_3=\frac12(10000+0.511)=5000.26$ MeV. From (8), with $\hbar c=197.327$ MeV fm and $1\ \text{fm}^2=10^4\ \mu\text{b}$,
$$\frac{d\sigma_0}{d\Omega}=\frac{9\,(7.29735\times10^{-3})^2(197.327)^2}{10220.50}\times10^4=18.26\ \mu\text{b/sr}$$
per CM solid angle; the massive tree value, $18.2597$ against $18.2589$, rounds to the same figure. The massive powers are $A_{xx}=-0.111151$, $A_{yy}=0.111061$, $A_{zz}=-0.777788$, against the limits $\mp0.111111$ and $-0.777778$. The six digits serve only to show the mass effect within tree level. The shift of $A_{zz}$ times $\gamma^2$ is $-0.0988$, the coefficient $-8/81$ of section 7. The asymmetry on reversing the beam is
$$\varepsilon=\frac{N_{\parallel}-N_{\rm anti}}{N_{\parallel}+N_{\rm anti}}=P_bP_tA_{zz}=0.80\times0.10\times(-0.7778)=-0.0622 .$$

At $\theta=60^\circ$, $x=\frac14$, so $A_{zz}=-\frac34\cdot\frac{29}4\big/\left(\frac{13}4\right)^2=-\frac{87}{169}=-0.5148$ and $A_{xx}=-\frac9{169}=-0.0533$. The electron leaves at $5.84$ mrad with $7500.13$ MeV, the cross section is $38.10\ \mu$b/sr, and $\varepsilon=-0.0412$. The scaled mass shift of $A_{zz}$ is $+0.0216$ here, so its sign depends on the angle. The off-diagonal power is $A_{xz}=-6.2\times10^{-4}$, or $\gamma A_{xz}=-0.0615$, larger than the diagonal shifts, as a term of order $1/\gamma$ should be.

For a detector covering $80^\circ$ to $100^\circ$ and full azimuth, counts add, so the power is weighted by the cross section:
$$\langle A_{zz}\rangle=\frac{\int A_{zz}\,(d\sigma_0/d\Omega)\sin\theta\,d\theta}{\int(d\sigma_0/d\Omega)\sin\theta\,d\theta}=-0.7657$$
by quadrature, the same to these four decimals with and without the mass, whose effect near $90^\circ$ is about $0.1/\gamma^2\approx10^{-5}$. Its magnitude is $1.55$ percent below $7/9$, relative to $7/9$. The cross section per event, counting each pair once, is $20.5\ \mu$b, and $\varepsilon=0.80\times0.10\times(-0.76572)=-0.06126$.

With equal luminosity in the two beam states, each of $N$ events belongs to the parallel sample with probability $q=\frac12(1+\varepsilon)$. The estimate $2N_\parallel/N-1$ has binomial variance $4q(1-q)/N=(1-\varepsilon^2)/N$. A statistical error of one percent of $|\varepsilon|$, and hence of $P_b$ if $P_t$ is taken as known, needs
$$N=\frac{1-(0.06126)^2}{(0.01\times0.06126)^2}=2.655\times10^6$$
events. Binomial sampling with this $N$ gives a spread of $1.00$ percent of $|\varepsilon|$. The program and its output follow.

## Calculated quantities

```
m_e = 0.510999 MeV, alpha = 7.2973526e-03, hbar c = 197.3270 MeV fm
massless 90 deg, sum|M|^2/e^4: equal hel 64.0000, opposite hel 8.0000
massless 90 deg A_zz: no exchange -0.6000, wrong sign 1.0000
dA_zz/dcos^2 at 90 deg = 32/27
exact A_xx(90 deg) = -(gam**4 + 2*gam**2 - 2)/(9*gam**4 - 14*gam**2 + 6)
exact A_yy(90 deg) = (gam**4 - 6*gam**2 + 4)/(9*gam**4 - 14*gam**2 + 6)
exact A_zz(90 deg) = -(7*gam**4 - 10*gam**2 + 4)/(9*gam**4 - 14*gam**2 + 6)
limit th = 30 deg: A_zz = -0.13778, A_xx = -0.00444
limit th = 45 deg: A_zz = -0.30612, A_xx = -0.02041
limit th = 60 deg: A_zz = -0.51479, A_xx = -0.05325
limit th = 75 deg: A_zz = -0.70097, A_xx = -0.09254
limit th = 90 deg: A_zz = -0.77778, A_xx = -0.11111
exact 90 deg gam = 1.001: A_xx -0.99997, A_yy -0.99996, A_zz -0.99999
exact 90 deg gam = 1.5: A_xx -0.37695, A_yy -0.22118, A_zz -0.84424
exact 90 deg gam = 3.0: A_xx -0.15928, A_yy 0.05090, A_zz -0.78982
exact 90 deg gam = 10.0: A_xx -0.11509, A_yy 0.10613, A_zz -0.77877
example: E_beam = 10000 MeV, P_beam = 0.8, P_target = 0.1
s = 10220.50 MeV^2, sqrt(s) = 101.096 MeV, gam = 98.920, 1/gam^2 = 1.022e-04
th = 90 deg: lab angle 10.1088 mrad, lab energy 5000.26 MeV
  dsigma0/dOmega_CM: limit 18.2589, exact 18.2597 microbarn/sr
  exact A_xx -0.111151, A_yy 0.111061, A_zz -0.777788, A_xz -1.23e-17
  limit A_xx -0.111111, A_yy 0.111111, A_zz -0.777778
  gam^2 (A_zz exact - limit) = -0.0988, gam A_xz = -0.0000
  asymmetry Pb Pt A_zz (limit) = -0.06222
th = 60 deg: lab angle 5.8364 mrad, lab energy 7500.13 MeV
  dsigma0/dOmega_CM: limit 38.0957, exact 38.0982 microbarn/sr
  exact A_xx -0.053276, A_yy 0.053222, A_zz -0.514791, A_xz -6.22e-04
  limit A_xx -0.053254, A_yy 0.053254, A_zz -0.514793
  gam^2 (A_zz exact - limit) = 0.0216, gam A_xz = -0.0615
  asymmetry Pb Pt A_zz (limit) = -0.04118
80-100 deg: event cross section (full azimuth, p3 and p4 not double counted) 20.4722 microbarn
80-100 deg: weighted A_zz limit -0.76572, exact -0.76572
asymmetry = -0.06126, events for 1 percent = 2.655e+06, sampled spread = 1.00 percent
```
